# Locating the F-model antiferroelectric transition with the six-vertex anisotropy parameter

**Problem.** Every bond of a large square lattice carries an arrow, and every vertex has two arrows in and two out. Of the six allowed vertices, the four polar ones, through which both lines of arrows run straight, cost an energy $\epsilon>0$. The other two, at which both lines reverse, cost nothing. There is no field. Use the anisotropy parameter
$$\Delta=\frac{a^2+b^2-c^2}{2ab}$$
to find the temperature at which antiferroelectric order is lost, and evaluate it for $\epsilon=10$ meV.

Here $a$ and $b$ are the Boltzmann weights of the two pairs of polar vertices and $c$ that of the non-polar pair. With $\beta=1/k_BT$, $a=b=e^{-\beta\epsilon}$ and $c=1$, so
$$\Delta=1-\tfrac12e^{2\beta\epsilon}.$$

## A tempting solution

Large $c$ favours alternating arrows and makes $\Delta$ negative; large $a$ or $b$ favours aligned arrows and makes $\Delta$ positive. It seems that antiferroelectric order should begin where $\Delta$ changes sign. Then $e^{2\beta\epsilon}=2$ and $T=2\epsilon/(k_B\ln2)$, which is 334.8 K for 10 meV.

The fault is the step from "alternation is favoured" to "alternation is ordered". The sign of $\Delta$ says only whether successive arrows along a line more often reverse or agree. Side-by-side arrows in a row still alternate on average at $\Delta=0$, so nothing in the local pattern marks that point as the onset of order. Long-range order requires that disturbing the alternation costs a finite free energy per row, however wide the lattice. That cost has to be calculated.

## Lines and their scattering

Call a down arrow on a vertical bond a line. With periodic rows of $N$ columns, $N$ even, the ice rule conserves the number $n$ of lines from row to row. The partition function is governed by the largest eigenvalue $\Lambda$ of the row-to-row transfer matrix. I take the transition to be the point where the cost in $\ln\Lambda$ of removing one line from the unpolarised state $n=N/2$ vanishes as $N\to\infty$.

Take out a factor $a^N$ and set $C=c^2/a^2=e^{2\beta\epsilon}=2-2\Delta$. Let the lines be at $x_1<\dots<x_n$ below a row and at $y_1<\dots<y_n$ above it. The ice rule makes the positions interlace: either $x_1\le y_1\le x_2\le\dots\le y_n$ or $y_1\le x_1\le y_2\le\dots\le x_n$. A $c$ vertex stands wherever just one of the two rows has a line. For fixed $y$, each $x_i$ strictly between neighbouring $y$'s therefore contributes $C$, and each $x_i$ that coincides with a $y$ contributes 1. Two $x$'s may not coincide.

For a plane wave $z^x$, the sum over one interval is
$$z^y+C\sum_{y<x<y'}z^x+z^{y'}=L\,z^y+M\,z^{y'},$$
$$L=1+\frac{Cz}{1-z}=\frac{1+gz}{1-z},\qquad M=1-\frac{C}{1-z}=-\frac{g+z}{1-z},$$
with $g=C-1=1-2\Delta$ and $z\ne1$. Try the eigenvector $\sum_PA(P)\,z_{p_1}^{x_1}\cdots z_{p_n}^{x_n}$, summed over permutations. The terms in which each $y$ receives one factor from its own line give
$$\Lambda=a^N\Big(\prod_jL_j+\prod_jM_j\Big).$$
Two kinds of unwanted term must cancel.

First, two neighbouring lines can both contribute at the same $y$. Their factor is $M_iL_j-1$, where the $-1$ removes the forbidden coincidence of two $x$'s. Expanding,
$$(g+z_i)(1+gz_j)+(1-z_i)(1-z_j)=(g+1)\left[1+(g-1)z_j+z_iz_j\right],$$
so that
$$M_iL_j-1=-\frac{2(1-\Delta)\,s_{ij}}{(1-z_i)(1-z_j)},\qquad s_{ij}=1-2\Delta z_j+z_iz_j.$$
These terms cancel in pairs if $A(..ij..)\,s_{ij}+A(..ji..)\,s_{ji}=0$.

Second, the intervals cut by the ends of the row leave $Cz_{p_1}/(1-z_{p_1})$ from the first interlacing and $-Cz^{N+1}/(1-z)$ from the last line of the second. They cancel if $A(p_1,p_2,..,p_n)=z_{p_1}^N\,A(p_2,..,p_n,p_1)$. Carrying $p_1$ to the end takes $n-1$ exchanges, hence
$$z_j^N=(-1)^{n-1}\prod_{l\ne j}\frac{s_{lj}}{s_{jl}}.$$
These are the Bethe equations, and the temperature enters them through $\Delta$ alone.

The tempting answer can now be examined. At $\Delta=0$, $s_{lj}=s_{jl}$ and the lines do not scatter except for the sign $(-1)^{n-1}$. This is a free-fermion point, and whether it is also a transition depends on the cost of removing a line.

## The cold side, $\Delta<-1$

Put $\Delta=-\cosh\lambda$ with $\lambda>0$. From $e^{2\beta\epsilon}=2+2\cosh\lambda$,
$$e^{\beta\epsilon}=2\cosh(\lambda/2).$$
Let $q=e^\lambda$, $u=e^{-i\alpha}$ and $z=e^{ik}=(q-u)/(qu-1)$, with $\alpha$ on a circle of length $2\pi$. Differentiating $\ln z$ and expanding in geometric series gives
$$\frac{dk}{d\alpha}=\frac{1}{e^{\lambda+i\alpha}-1}+\frac{1}{1-e^{-\lambda+i\alpha}}=\sum_{m=-\infty}^{\infty}e^{-|m|\lambda}e^{im\alpha}.$$
Inserting $z$ in $s_{ij}$, the constant and the $u_iu_j$ terms drop out, and $s_{ij}$ is proportional to $q^2u_i-u_j$ with a symmetric prefactor. Therefore
$$\frac{s_{lj}}{s_{jl}}=\frac{q^2-w}{q^2w-1},\qquad w=e^{-i(\alpha_j-\alpha_l)}.$$
This is the same function as $z$, with $\lambda$ replaced by $2\lambda$. Call its phase $\Theta$. The logarithm of the Bethe equations is
$$Nk(\alpha_j)=2\pi I_j+\sum_l\Theta(\alpha_j-\alpha_l),$$
with $I_j$ spaced by integers. I assume that the largest eigenvalue at given $n$ has real $\alpha_j$ and consecutive $I_j$ centred on zero. For $N=8$, $n=2$ and 4, at $0.5$ and $1.25$ of the critical temperature found below, this choice (with the hot-side variables there) reproduces direct diagonalization to rounding error.

For large $N$, let $\rho$ and $\rho_h$ be the densities, per column, of roots and of vacant $I$ values (holes). Differentiating the last equation gives, for the Fourier coefficients,
$$\rho_m+\rho_{h,m}=e^{-|m|\lambda}-e^{-2|m|\lambda}\rho_m.$$
Without holes $\rho_m=1/(2\cosh m\lambda)$. Since $\rho_0=1/2$, this is the unpolarised state.

In the new variable $L=(q-u/q)/(u-1)$, so
$$\ln|L|=\lambda+\sum_{m\ge1}\frac{1-e^{-2m\lambda}}{m}\cos m\alpha .$$
The roots come in pairs $\pm\alpha$ and $M(z)=L(1/z)$, so the two products in $\Lambda$ are equal. Integrating $\ln|L|$ over $\rho$ gives the partition function per vertex, $\kappa$:
$$\ln\kappa=-\beta\epsilon+\frac\lambda2+\sum_{m\ge1}\frac{e^{-m\lambda}\tanh m\lambda}{m}.$$

A hole at $\alpha$ changes $N\rho_m$ by $-e^{-im\alpha}/(1+e^{-2|m|\lambda})$. The $m=0$ part is $-\tfrac12$, so removing one line makes two holes. Each hole lowers $\ln\Lambda$ by
$$E(\alpha)=\frac\lambda2+\sum_{m\ge1}\frac{\tanh m\lambda}{m}\cos m\alpha .$$

The sign of this alternating sum is not obvious. Poisson summation settles it. Write $E=\frac12\sum_jF(\alpha+2\pi j)$, where $F(p)$ is the Fourier integral of $\tanh(\lambda x)/x$. For $p>0$, close the contour on the poles $x=i\pi(r+\frac12)/\lambda$:
$$F(p)=\sum_{r\ge0}\frac{2e^{-\pi p(r+1/2)/\lambda}}{r+\frac12}=2\ln\coth\frac{\pi p}{4\lambda}.$$
Thus
$$E(\alpha)=\sum_{j=-\infty}^{\infty}\ln\coth\frac{\pi|\alpha+2\pi j|}{4\lambda}.$$
Every term is positive and convex for $0<\alpha<2\pi$, and the sum is symmetric about $\pi$. The minimum is therefore at $\alpha=\pi$:
$$E_{\min}=2\sum_{j\ge0}\ln\coth\frac{(2j+1)\pi^2}{4\lambda}>0.$$
As $N\to\infty$, removing a line still costs at least $2E_{\min}$ in each row. A weak field along the columns cannot pay this, and the lattice stays unpolarised.

## The hot side, $-1<\Delta<1$

Put $\Delta=-\cos\mu$, so $e^{\beta\epsilon}=2\cos(\mu/2)$. The substitutions $\lambda\to i\mu$, $\alpha\to i\alpha$ keep the algebra, but $\alpha$ now runs over the whole real line. The derivative of the momentum becomes $\sin\mu/(\cosh\alpha-\cos\mu)$. A contour around the strip $0<\mathrm{Im}\,\alpha<2\pi$ gives its transform,
$$\int_{-\infty}^{\infty}\frac{\sin\nu\;e^{ix\alpha}}{\cosh\alpha-\cos\nu}\,d\alpha=2\pi\frac{\sinh(\pi-\nu)x}{\sinh\pi x},\qquad0<\nu<2\pi .$$
For the scattering phase $\nu=2\mu$, and the factor $1+e^{-2|m|\lambda}$ is replaced by
$$1+\frac{\sinh(\pi-2\mu)x}{\sinh\pi x}=\frac{2\sinh[(\pi-\mu)x]\cosh\mu x}{\sinh\pi x}.$$
Since $|L|^2=(\cosh\alpha-\cos2\mu)/(\cosh\alpha-1)$, $\ln|L|$ is half the integral of $\sin\nu/(\cosh\alpha-\cos\nu)$ over $\nu$ from 0 to $2\mu$. Its transform is
$$\frac{\pi[\cosh\pi x-\cosh(\pi-2\mu)x]}{x\sinh\pi x}=\frac{2\pi\sinh[(\pi-\mu)x]\sinh\mu x}{x\sinh\pi x}.$$
The quotient of the last two expressions is $\pi\tanh(\mu x)/x$. Transforming back with the integral $F$ found above,
$$E(\alpha)=\ln\coth\frac{\pi|\alpha|}{4\mu}.$$
One term is left of the sum over images. On the circle a hole could not get farther than $\pi$ from the origin; on the line it can move away without limit, and its cost tends to zero. There is no gap, at $\Delta=0$ or anywhere else in this range.

## The transition temperature

For $\epsilon>0$ and finite temperature, $\Delta$ lies below $\tfrac12$, so the two cases meet at $\Delta=-1$:
$$1-\tfrac12e^{2\beta\epsilon}=-1\;\Rightarrow\;e^{\beta\epsilon}=2\;\Rightarrow\;T_c=\frac{\epsilon}{k_B\ln2}.$$
In terms of weights the ordered phase is $c>a+b$. The tempting solution used $c^2>a^2+b^2$, which is weaker and doubles the temperature.

For $\epsilon=10$ meV, $k_BT_c=10/0.6931=14.43$ meV and $T_c=167.4$ K. At half this temperature $e^{\beta\epsilon}=4$, $\Delta=1-16/2=-7$ and $\lambda=2.634$. Then $E_{\min}=0.634$, and removing a line costs $2\times0.6340\times7.213=9.15$ meV per row.

Finite lattices show the two behaviours. An odd $n$ puts a root at $z=1$, where $L$ needs a limit, so two lines are removed instead. At $0.5T_c$ the cost in $\ln\Lambda$, extrapolated from 256 and 512 columns, is 2.5362, in agreement with $4E_{\min}$. At $1.25T_c$, where $\Delta=-0.516$ is already negative, it falls from 0.0330 to 0.0165 as the width doubles. The tempting criterion would call this state ordered.

The calculation gives the gap, not the staggered polarisation. The two leading eigenvalues supply separate evidence of order. At zero temperature the two alternating rows turn into each other at each step, which gives a pair $\pm\Lambda$ of equal size. At $0.5T_c$ the difference of $\ln|\Lambda|$ within the leading pair drops from 0.00272 at 8 columns to 0.00017 at 12, far faster than $1/N$. At $1.25T_c$ it goes from 0.519 to 0.359, close to $1/N$.

## How the gap closes

Near $T_c$, $\cosh(\lambda/2)=e^{\beta\epsilon-\ln2}$ gives $\lambda^2\approx8(\beta\epsilon-\ln2)\approx8\ln2\,(1-T/T_c)$. The first term of $E_{\min}$ then dominates:
$$E_{\min}\approx4e^{-\pi^2/2\lambda}.$$
This vanishes faster than any power of $T_c-T$. At $0.99T_c$, $\lambda=0.237$ and $E_{\min}=3.6\times10^{-9}$, so a single hole is suppressed appreciably only over about $3\times10^8$ rows. On a much smaller lattice the effect of this gap cannot be seen.

The energy per vertex, $-\partial\ln\kappa/\partial\beta$, shows no jump. For small $\lambda$ the terms after $-\beta\epsilon$ in $\ln\kappa$ are a trapezoidal sum of $e^{-x}\tanh x/x=1-x+\dots$ with step $\lambda$. The Euler–Maclaurin formula gives a constant plus $\lambda^2/12$, that is, a constant plus $\frac23(\beta\epsilon-\ln2)$. The energy just below $T_c$ is therefore $\epsilon-\frac23\epsilon=\epsilon/3$. On the hot side, the transforms above give
$$\ln\kappa=-\beta\epsilon+\int_0^\infty\frac{\tanh(\mu x)\sinh[(\pi-\mu)x]}{x\sinh\pi x}\,dx,$$
and numerical evaluation of $-\partial\ln\kappa/\partial\beta$ at $T_c$ gives an energy of $0.3334\,\epsilon$. To this accuracy there is no latent heat.

At low temperature $\tanh m\lambda\to1$ and $\lambda/2\to\beta\epsilon$, so $E_{\min}\to\beta\epsilon-\ln2$. This has the form of a wall that costs $\epsilon$ per row and has two choices at each step, although that reading is an interpretation. Its zero falls at the correct $T_c$, but the estimate is poor on the way there: at $0.8T_c$ it gives $0.866-0.693=0.173$, whereas $E_{\min}=0.068$.

The value 10 meV is a round number and stands for no particular material. In a real hydrogen-bonded crystal, vertices that violate the ice rule have a finite energy. Lines can then end, $n$ is no longer conserved, and the argument above does not apply as it stands. The resulting shift of $T_c$ is not estimated here. The numerical output below lists the remaining values.

## Numbers as computed

```
vertex energy epsilon = 10.0 meV = 1.60218e-21 J
ln 2 = 0.693147
T_c from epsilon/(k_B ln 2) = 167.418 K
T_c from solving Delta(T) = -1 = 167.418 K
k_B T_c = 14.4270 meV
T/T_c = 0.50: T = 83.71 K, Delta = -7.00000, lambda = 2.63392
  E_min = 6.3404e-01, one-line cost 2 E_min = 1.2681e+00
  one-line free-energy cost per row = 9.1473e+00 meV
T/T_c = 0.80: T = 133.93 K, Delta = -1.82843, lambda = 1.21169
  E_min = 6.8155e-02, one-line cost 2 E_min = 1.3631e-01
  one-line free-energy cost per row = 1.5732e+00 meV
T/T_c = 0.99: T = 165.74 K, Delta = -1.02820, lambda = 0.23694
  E_min = 3.6065e-09, one-line cost 2 E_min = 7.2130e-09
  one-line free-energy cost per row = 1.0302e-07 meV
T/T_c = 1.25: T = 209.27 K, Delta = -0.51572, mu = 1.02895 rad, gap zero
relative commutator, equal Delta = 9.8e-17
relative commutator, unequal Delta = 2.0e-01
N=8 largest Bethe-diagonalization error in ln Lambda = 3.6e-15
ln kappa at 0.5 T_c = 0.00443157
  its difference from 512 columns = 0.0e+00
ln kappa at 1.25 T_c = 0.14170286
  its difference from 512 columns = 2.0e-06
two-line cost, N = 256: 0.5 T_c 2.538735, 1.25 T_c 0.033008
two-line cost, N = 512: 0.5 T_c 2.536821, 1.25 T_c 0.016505
two-line cost at 0.5 T_c, extrapolated = 2.53618
two-line cost at 0.5 T_c, formula 4 E_min = 2.53616
hot two-line cost ratio, N=512 to N=256 = 0.50003
leading-pair splitting of ln|Lambda| at 0.5 T_c: N=8 0.00272, N=12 0.00017
leading-pair splitting of ln|Lambda| at 1.25 T_c: N=8 0.51870, N=12 0.35909
N*splitting, N=12 over N=8: cold 0.0963, hot 1.0384
energy per vertex at T_c from below = 0.33339 epsilon
energy per vertex at T_c from above = 0.33338 epsilon
ln kappa at T_c = 0.090042
E_min at 0.99 T_c, leading form = 3.6065e-09
1/E_min at 0.99 T_c = 2.773e+08 lattice spacings
E_min at 0.1 T_c = 6.238324
epsilon/(k_B T) - ln 2 at 0.1 T_c = 6.238325
```
